# Power-law conductance of a normal tunnel contact in series with a resistor

A tunnel contact of resistance $R_T$ in series with a resistor $R$ looks like a circuit of conductance $1/(R_T+R)$. For $R_T=200$ kΩ and $R=5$ kΩ this is 4.9 µS at every small bias. The silicide contact treated below has these two resistances, yet its calculated differential conductance at zero temperature is 0.82 µS at 10 µV. Reading that value as a series resistance would give 1.2 MΩ, about six times too much. The series rule leaves out the energy that a tunnelling electron must give to the circuit.

## Model and charge transfer

The contact has capacitance $C$ and is joined through $R$ to an ideal source of voltage $V>0$. Here $e>0$, $R_K=h/e^2$, and

$$\tau=RC,\qquad \alpha=\frac{2R}{R_K}=\frac{2Re^2}{h}. \tag{1}$$

Both electrodes are normal, with constant densities of states and tunnel matrix elements near the Fermi level. Tunnelling is treated to lowest order, which needs $R_T\gg R_K$ and $R_T\gg R$. The circuit returns to equilibrium between events. The temperature is zero until stated otherwise.

Let $\Phi$ be the time integral of the contact voltage and $\varphi=e\Phi/\hbar$. The source makes its mean grow, so $\varphi=eVt/\hbar+\tilde\varphi$. From $[\Phi,Q]=i\hbar$ follows $[\tilde\varphi,Q]=ie$, hence

$$e^{i\tilde\varphi}Qe^{-i\tilde\varphi}=Q+i[\tilde\varphi,Q]=Q-e. \tag{2}$$

The operator $e^{-i\tilde\varphi}$ thus removes one charge $e$ from the capacitor, and it must accompany each electron transfer in the tunnel Hamiltonian. The remaining factor $e^{-ieVt/\hbar}$ adds the source's work $eV$ to the energy balance.

## What one event excites

Take first a single circuit mode, an $LC$ oscillator of frequency $\omega$. Its zero-point motion gives

$$\tilde\varphi=\sqrt\lambda\,(a+a^\dagger),\qquad \lambda=\frac{e^2}{2\hbar C\omega}. \tag{3}$$

Since $[-i\sqrt\lambda a^\dagger,-i\sqrt\lambda a]=\lambda$, separating the exponentials gives

$$e^{-i\tilde\varphi}|0\rangle=e^{-\lambda/2}e^{-i\sqrt\lambda a^\dagger}|0\rangle,\qquad p_n=e^{-\lambda}\frac{\lambda^n}{n!}. \tag{4}$$

The sudden charge shift leaves $n$ quanta with Poisson probability.

A resistor is a long transmission line of wave impedance $R$: energy sent into it does not return. The circuit then has many modes, and mode $k$ acts at the contact as an oscillator of effective capacitance $C_k$, with $\Phi=\sum_k\Phi_k$. To find their weights, feed a current $Ie^{i\omega t}$ into the contact node. From $C_k(\ddot\Phi_k+\omega_k^2\Phi_k)=Ie^{i\omega t}$ and $U=\dot\Phi$,

$$Z_t(\omega)=\sum_k\frac{i\omega}{C_k(\omega_k^2-\omega^2+i0)},\qquad
\mathrm{Re}\,Z_t=\sum_k\frac{\pi}{2C_k}\delta(\omega-\omega_k)\quad(\omega>0). \tag{5}$$

The $i0$ makes the response follow the drive. Its imaginary part $-i\pi\delta(\omega_k^2-\omega^2)$, with $\delta(\omega_k^2-\omega^2)=\delta(\omega-\omega_k)/2\omega$, gives the second form. Combining (3) and (5),

$$\sum_k\lambda_k\delta(\omega-\omega_k)=\frac{e^2}{\pi\hbar\omega}\mathrm{Re}\,Z_t=\frac{2}{\omega}\frac{\mathrm{Re}\,Z_t(\omega)}{R_K}. \tag{6}$$

An ideal source is a short circuit for fluctuations, so the contact sees $C$ and $R$ in parallel:

$$\frac1{Z_t}=i\omega C+\frac1R,\qquad \mathrm{Re}\,Z_t=\frac{R}{1+\omega^2\tau^2}. \tag{7}$$

Let $P(E)$ be the probability density for an event to leave energy $E$ in the circuit. The modes are independent, so the Fourier transform of $P$ is the product of the Poisson transforms $\exp[\lambda_k(e^{-i\omega_kt}-1)]$:

$$\int dE\,P(E)e^{-iEt/\hbar}=e^{J(t)},\qquad
J(t)=\alpha\int_0^\infty\frac{d\omega}{\omega}\,\frac{e^{-i\omega t}-1}{1+\omega^2\tau^2}. \tag{8}$$

The mean energy is $\sum_k\lambda_k\hbar\omega_k=\alpha\hbar\int_0^\infty d\omega/(1+\omega^2\tau^2)=\pi\alpha\hbar/2\tau=e^2/2C$, the charging energy, whatever the value of $R$.

## From emitted energy to conductance

An electron starts at $\varepsilon<0$ and ends at $\varepsilon'>0$, each measured from the Fermi level of its own electrode. Energy conservation gives $E=eV-(\varepsilon'-\varepsilon)$. The pairs with a given difference $w=\varepsilon'-\varepsilon$ fill an interval of length $w$. The golden rule therefore gives a rate proportional to $\int_0^\infty dw\,w\,P(eV-w)$. Its constant is fixed by requiring $I=V/R_T$ when nothing is emitted, $P=\delta(E)$:

$$I=\frac1{eR_T}\int_0^{eV}(eV-E)P(E)\,dE. \tag{9}$$

Reverse events would need $E<0$, which a circuit in its ground state cannot supply. On differentiation the boundary term vanishes because $eV-E=0$ there, and

$$R_T\frac{dI}{dV}=\int_0^{eV}P(E)\,dE. \tag{10}$$

The conductance measures the probability that an event leaves no more than $eV$ in the circuit.

## The power and its prefactor

Differentiate (8) with respect to time. The left side acquires $-iE/\hbar$. On the right, $J'=-i\alpha\int_0^\infty d\omega\,e^{-i\omega t}/(1+\omega^2\tau^2)$ multiplies $e^J$, and a product in time is a convolution in energy. Thus

$$E\,P(E)=\alpha\int_0^E\frac{P(E')\,dE'}{1+[(E-E')\tau/\hbar]^2}. \tag{11}$$

For $E\ll\hbar/\tau$ the denominator is 1. Differentiation then gives $EP'+P=\alpha P$, so $P\propto E^{\alpha-1}$. By (10) the conductance varies as $V^\alpha$.

The constant follows from $J$ at long times. Put $s=t/\tau\gg1$, $x=\omega\tau$, and use $1/[x(1+x^2)]=1/x-x/(1+x^2)$. With an upper limit $X\to\infty$,

$$\int_0^X\frac{1-\cos xs}{x}dx\to\ln(Xs)+\gamma,\qquad \int_0^X\frac{x\,dx}{1+x^2}\to\ln X, \tag{12}$$

where $\gamma$ is Euler's constant. The logarithms of $X$ cancel. The remaining integral of $x\cos xs/(1+x^2)$ is $-1/s^2$ to leading order, by two integrations by parts, and is dropped. For the imaginary part,

$$\int_0^\infty\frac{\sin xs}{x(1+x^2)}dx=\frac\pi2(1-e^{-s})\to\frac\pi2. \tag{13}$$

Therefore

$$J\to-\alpha\left[\ln\frac t\tau+\gamma+\frac{i\pi}2\right],\qquad e^J\to e^{-\alpha\gamma}\left(\frac{it}{\tau}\right)^{-\alpha}. \tag{14}$$

The logarithm has a simple origin: between $1/t$ and $1/\tau$, equal ratios of frequency contribute equally to $J$, because $\mathrm{Re}\,Z_t\approx R$ there.

The long-time transform of $P$ comes from its edge at $E=0$. The integral $\int_0^\infty E^{\alpha-1}e^{-Ez}dE=\Gamma(\alpha)z^{-\alpha}$, continued to $z=it/\hbar+0$, matches (14) if

$$P(E)\to\frac{e^{-\alpha\gamma}}{\Gamma(\alpha)}\left(\frac\tau\hbar\right)^\alpha E^{\alpha-1}. \tag{15}$$

Inserting this in (10) and using $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$,

$$\boxed{R_T\frac{dI}{dV}=\frac{e^{-\alpha\gamma}}{\Gamma(1+\alpha)}\left(\frac{eV\tau}{\hbar}\right)^{2Re^2/h}},\qquad eV\ll\frac\hbar\tau. \tag{16}$$

## Range of the law

Let $x=E\tau/\hbar$ and try $P\propto x^{\alpha-1}(1+bx^2)$ in (11), with the denominator expanded as $1-(x-x')^2$. The needed integral is

$$\int_0^x x'^{\alpha-1}(x-x')^2dx'=\frac{2x^{\alpha+2}}{\alpha(\alpha+1)(\alpha+2)}. \tag{17}$$

The terms in $x^{\alpha+2}$ give

$$b=\frac{\alpha b}{\alpha+2}-\frac{2}{(\alpha+1)(\alpha+2)}\quad\Rightarrow\quad b=-\frac1{\alpha+1}. \tag{18}$$

Integration up to $x_V=eV\tau/\hbar$ multiplies (16) by

$$1-\frac{\alpha x_V^2}{(1+\alpha)(2+\alpha)}. \tag{19}$$

As a test, $P(E)$ was built from a dense set of discrete modes and the current (9) was differentiated numerically. For $\alpha=0.1$, 0.387 and 1.5 and $0.02<x_V<0.2$, the result differs from (16) with factor (19) by at most $8\times10^{-5}$ of its value.

At high bias, where $eV$ exceeds almost all emitted energies, (9) becomes $I\approx(eV-\langle E\rangle)/eR_T=(V-e/2C)/R_T$. The full conductance returns, but the current keeps an offset.

Now replace (7) by another impedance with $\mathrm{Re}\,Z_t=R\kappa_2(\omega)$ and $\kappa_2(0)=1$, and write $\kappa_1$ for the original ratio $\mathrm{Re}\,Z_t/R$. For a smooth low-frequency impedance $(\kappa_2-\kappa_1)/\omega$ is integrable, so its cosine and sine integrals vanish at long times. What remains in $J$ is a constant, and the low-bias conductance is multiplied by

$$\exp\left[-\alpha\int_0^\infty\frac{\kappa_2-\kappa_1}{\omega}d\omega\right]. \tag{20}$$

The exponent depends on the low-frequency resistance, the prefactor on the whole impedance.

## Finite temperature

In this section $\hbar=k_B=1$ and $T\tau\ll1$. A thermal mode with mean occupation $n$ can also give energy to the electron. Its Gaussian phase correlation replaces $\lambda(e^{-i\omega t}-1)$ by $\lambda[(n+1)(e^{-i\omega t}-1)+n(e^{i\omega t}-1)]$. The extra part of $J$ is $-\alpha\int d\omega\,2n(1-\cos\omega t)/\omega$. With $n=\sum_{m\ge1}e^{-m\omega/T}$ it becomes

$$-\alpha\sum_{m\ge1}\ln\left(1+\frac{t^2T^2}{m^2}\right)=-\alpha\ln\frac{\sinh\pi Tt}{\pi Tt}. \tag{21}$$

Thus $t$ in (14) is replaced by $\sinh(\pi Tt)/\pi T$. The corresponding energy function is

$$W_a(E)=\int\frac{dt}{2\pi}e^{iEt}\left(\frac{i\sinh\pi Tt}{\pi T}\right)^{-a}
=\frac{(2\pi T)^{a-1}}{2\pi\Gamma(a)}e^{E/2T}\left|\Gamma\!\left(\frac a2+\frac{iE}{2\pi T}\right)\right|^2. \tag{22}$$

To obtain it, shift $t\to u-i/2T$, which turns $i\sinh$ into $\cosh$, and put $v=e^{2\pi Tu}$; a beta integral results. At low energy $P=e^{-\alpha\gamma}\tau^\alpha W_\alpha$.

For the electrodes, $f(\varepsilon)[1-f(\varepsilon+x)]=[f(\varepsilon)-f(\varepsilon+x)]/(1-e^{-x/T})$. Its integral over $\varepsilon$ is $x/(1-e^{-x/T})$. This equals $W_2(x)$, because $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$. Convolving $W_2$ with $W_\alpha$ multiplies their time functions and gives $W_{2+\alpha}(eV)$ for the forward rate. The reverse rate has $-eV$. Their difference, divided by the zero-temperature current, is

$$\frac{I(T)}{I(0)}=\frac{|\Gamma(1+\alpha/2+iy)|^2\sinh\pi y}{\pi y^{1+\alpha}},\qquad y=\frac{eV}{2\pi T}. \tag{23}$$

For $y\gg1$ the ratio tends to 1. For $y\ll1$ it varies as $y^{-\alpha}$. Since $I(0)\propto V^{1+\alpha}$, the current is then linear in $V$ with conductance proportional to $T^\alpha$: temperature replaces bias as the cutoff.

## A silicide contact on silicon

Consider a 50 nm × 50 nm silicide contact to n⁺ silicon doped to $5\times10^{19}$ cm⁻³, with a 0.65 eV barrier and contact resistivity $5\times10^{-6}$ Ω cm². These are rough values, and the resistivity is taken to be the one at low temperature. The depletion width $\sqrt{2\epsilon\phi_B/(e^2N)}$, with $\phi_B$ the barrier energy and the much smaller Fermi energy of the silicon neglected, is 4.1 nm and gives 0.063 fF. A stray 0.10 fF brings $C$ to 0.163 fF. The resistance is $R_T=5\times10^{-6}/(2.5\times10^{-11})$ Ω = 200 kΩ. A 5 kΩ film resistor stands beside the contact, so

$$\alpha=\frac{2\times5}{25.81}=0.387,\qquad \tau=0.816\ \text{ps},\qquad \frac\hbar\tau=0.807\ \text{meV}. \tag{24}$$

The prefactor in (16) is 0.90. With extra digits kept to avoid rounding errors, at 10 µV $x_V=0.010/0.8068=0.01239$, and $0.9005\times0.01239^{0.3874}=0.164$. Dividing by 200 kΩ gives 0.82 µS.

| $V$ (µV) | $R_T\,dI/dV$, modes | law (16) | $dI/dV$ (µS) |
|---|---:|---:|---:|
| 10 | 0.164 | 0.164 | 0.82 |
| 30 | 0.252 | 0.252 | 1.26 |
| 100 | 0.400 | 0.401 | 2.00 |

The mean exponent from 10 to 100 µV lies slightly below $\alpha=0.3874$: factor (19) lowers the conductance by 0.18% at 100 µV, and with it the mean exponent by 0.0008.

At 20 mK the conductance is 2.8% below its zero-temperature value at 10 µV and 0.3% below at 30 µV. The lower end of the bias range is therefore set by temperature. The suppression itself fades once $k_BT$ is well above $e^2/2C$, here 0.49 meV or 5.7 K, so at room temperature the series rule is a good approximation again, provided $R_T$ is the value at that temperature. It is lower than in the cold, because thermally excited electrons cross the barrier more easily. For heating at 100 µV, suppose that all the power $IV$ enters the resistor at the contact end and leaves by electron heat conduction to a far end held at 20 mK. This upper estimate gives 79 mK there. If the temperature stayed fixed at 79 mK, the conductance would lie 0.5% below its zero-temperature value. But the heated temperature rises with the bias, and at this bias a warmer contact carries more current, so a slow measurement also contains the positive term $(\partial I/\partial T)\,dT/dV$. With it the conductance lies about 1.2% above its zero-temperature value.

Other omissions can be estimated in the same way. Spreading resistance in the silicon, for a rough mobility of 80 cm²/Vs, is 138 Ω for an equipotential disc of the same area and 148 Ω for the nearly uniform current of a tunnel contact; either value raises the exponent by 0.011. A capacitance of 0.05 fF spread along the resistor raises the low-bias conductance by 3.6%, by (20), and leaves the exponent at 0.387. At 100 µV the voltage-division parameter $R\,dI/dV$ is 0.01, and the scale of higher-order tunnelling, $R_K\,dI/dV$, is 0.05; the coefficient of the latter has not been calculated. The change of barrier transparency with bias is of order 0.1%.

A further correction comes from the silicon itself. Interactions between electrons moving diffusively in a disordered conductor change its density of states near the Fermi level. Without its numerical factor, the relative scale of this change at 100 µV is 0.1. For screened exchange in a bulk conductor the factor is $1/(2\sqrt2\,\pi^2)\approx0.036$, which leaves 0.3%; at a reflecting surface, such as the edge of the silicon at the barrier, the change can be twice as large. This change also depends on bias and can slightly distort a fitted exponent. Changing $R$ while the contact, its doping and $C$ stay fixed helps to separate the two effects, since (1) ties $\alpha$ to $R$.

The chosen contact is resistive compared with those made for transistors, whose resistivity can be roughly $10^{-8}$ Ω cm². At the same area that means 400 Ω, far below $R_K$, and lowest-order tunnelling no longer applies. A silicide that superconducts at the working temperature also violates the assumption of a constant density of states. The complete values are in the numerical output.

## Computed values

```
contact side: 50 nm
doping: 5e+19 cm^-3
barrier height: 0.65 eV
contact resistivity: 5e-06 ohm cm2
electron mobility: 80 cm2/Vs
temperature: 20 mK
series resistance R: 5 kohm
resistance quantum h/e^2: 25.8128 kohm
depletion width: 4.1 nm
contact capacitance: 0.06316 fF
stray capacitance: 0.1 fF
total capacitance C: 0.1632 fF
tunnel resistance R_T: 200 kohm
exponent alpha: 0.3874
time RC: 0.8158 ps
energy hbar/RC: 0.8068 meV
charging energy e^2/2C: 0.491 meV
prefactor exp(-alpha gamma)/Gamma(1+alpha): 0.9005
at 10 uV, eV RC/hbar: 0.01239
at 10 uV, R_T dI/dV from modes: 0.1643
at 10 uV, R_T dI/dV from law: 0.1644
at 10 uV, dI/dV from modes: 0.8217 uS
at 10 uV, 20 mK over 0 K conductance: 0.97159
at 30 uV, eV RC/hbar: 0.03718
at 30 uV, R_T dI/dV from modes: 0.2515
at 30 uV, R_T dI/dV from law: 0.2515
at 30 uV, dI/dV from modes: 1.257 uS
at 30 uV, 20 mK over 0 K conductance: 0.99681
at 100 uV, eV RC/hbar: 0.1239
at 100 uV, R_T dI/dV from modes: 0.4003
at 100 uV, R_T dI/dV from law: 0.401
at 100 uV, dI/dV from modes: 2.002 uS
at 100 uV, 20 mK over 0 K conductance: 0.99972
mean exponent 10 to 100 uV, from modes: 0.3867
largest relative mesh shift: 0.00013
largest relative error of corrected law: 7.8e-05
largest error of Poisson probabilities: 2.6e-05
largest scaled error of ladder weights: 0.00015
mean emitted energy over e^2/2C: 0.9984
largest relative error of thermal formula: 0.00086
current at 100 uV: 0.1443 nA
upper heated temperature at 100 uV: 79.4 mK
heated over 0 K conductance at 100 uV: 0.9954
voltage division R dI/dV at 100 uV: 0.01
higher-order scale R_K dI/dV at 100 uV: 0.052
silicon spreading resistance: 138 ohm
exponent shift from spreading: 0.011
resistor capacitance: 0.05 fF
conductance factor from it: 1.036
exponent with it, from modes: 0.3874
barrier nonlinearity eV/E00 at 100 uV: 0.0013
disorder density-of-states scale at 100 uV: 0.095
```
